# Why a Nonwetting Film Need Not Rupture Spontaneously

Take a solid film on a substrate that it wets as badly as possible, with a contact angle of 180°. Its flat upper surface, at height $h$, acquires a ripple
$$h(x)=h+a\cos kx,\qquad a<h .$$
The ripple conserves volume, and its troughs do not reach the substrate. The area of the unfavourable interface is therefore unchanged, while the upper surface has become longer. The energy has gone up, and the substrate's dislike of the film has played no part.

## The belief and its appeal

The belief is this: if a film does not wet its substrate, it can lower its energy by forming islands, so a flat film must be unstable and small ripples will grow until it breaks. The first half is right. Let $\gamma$ be the isotropic energy of the film's surface, and define the contact angle by
$$\cos\theta=\frac{\gamma_{\rm substrate}-\gamma_{\rm interface}}{\gamma}.$$
Measured from bare substrate, unit area of flat film costs $\gamma+\gamma_{\rm interface}-\gamma_{\rm substrate}=\gamma(1-\cos\theta)$.

Gather a width $W$ of film into a long ridge whose cross-section is a circular segment of radius $\rho$ meeting the substrate at $\theta$. Volume conservation gives $\rho^2(\theta-\sin\theta\cos\theta)=hW$. The arc has length $2\rho\theta$ and the base $2\rho\sin\theta$, so per unit length
$$E_{\rm ridge}=\gamma(2\rho\theta-2\rho\sin\theta\cos\theta)=\frac{2\gamma hW}{\rho}.$$

As an example, consider clean indium on oxidised silicon at 400 K, with rough values $\gamma=0.6$ J/m² and $\theta=120°$, and $h=100$ nm. A 10 µm width gathers into a ridge whose base is 1090 nm wide. Thus $\rho=1090/(2\sin120°)\approx629$ nm, and
$$\frac{E_{\rm ridge}}{E_{\rm flat}}=\frac{2h}{\rho(1-\cos\theta)}=\frac{200}{629\times1.5}=0.212 .$$
Nearly four fifths of the energy could be released. But this compares two end states. Stability depends on the first small step between them.

## Small ripples heal

Assume for now an unstressed film on a rigid, flat substrate, without grain boundaries, holes or edges, and thick enough for its two faces not to interact. The surface length per unit base length is $\sqrt{1+h'^2}\approx1+h'^2/2$. Since $h'=-ak\sin kx$ and $\sin^2kx$ averages to $1/2$,
$$\frac{\Delta E}{\text{area}}=\frac{\gamma a^2k^2}{4}>0 .$$
There is no $\theta$ in this result. Nor does the sign depend on small amplitude: $\sqrt{1+|\nabla h|^2}\ge1$ for every continuous height profile.

Surface diffusion acts on this energy. With atomic volume $\Omega$, the curvature part of the chemical potential is $\mu=-\Omega\gamma h''$ at small slope. For surface diffusivity $D_s$ and $n_s=\Omega^{-2/3}$ mobile atoms per area, the flux is $J=-(D_sn_s/k_BT)\,\partial_x\mu$. Conservation, $\partial_th=-\Omega\,\partial_xJ$, gives
$$\partial_th=-B\,\partial_x^4h,\qquad B=\frac{D_s\gamma\Omega^2n_s}{k_BT}.$$
Four derivatives of $\cos kx$ give $k^4\cos kx$, so the ripple decays at the rate $Bk^4$.

For an assumed $D_s=10^{-6}$ cm²/s, $B=8.40\times10^7$ nm⁴/s. A ripple of wavelength 1000 nm has $k=6.28\times10^{-3}$ nm⁻¹ and decays in $1/(Bk^4)\approx7.6$ s. If its amplitude is 10 nm, it costs 0.592 mJ/m², or 3700 eV over one square wavelength. A much deeper ripple, of wavelength $2\pi h$, was followed with the full nonlinear equation. Its thinnest point started at 0.1 of the mean thickness and rose to 0.977 after a time $4/(Bk^4)$. This result is for a sinusoid and does not extend to every deep profile. In a flat-bottomed trough the short harmonics decay first and leave a fundamental deeper than the trough was: a height proportional to $1+0.9\tanh(3\cos kx)/\tanh3$ starts with the same clearance, yet reaches the substrate while its energy falls.

## A hole must first pay for its wall

A straight-walled hole of radius $R$ removes top surface $\pi R^2$, adds wall $2\pi Rh$, and replaces interface by bare substrate:
$$E(R)=\gamma\left[2\pi Rh-\pi R^2(1-\cos\theta)\right].$$
The displaced material is spread over a large film. Setting $dE/dR=2\pi\gamma[h-R(1-\cos\theta)]$ to zero gives
$$R_c=\frac{h}{1-\cos\theta}=66.7\ \text{nm},\qquad E_c=\frac{\pi\gamma h^2}{1-\cos\theta}=7.84\times10^4\ \text{eV}.$$
This is an upper estimate of the barrier, because a hole may choose a better shape than a cylinder.

To find that shape, hold the film at height $h$ on an outer circle of radius $L$, in contact with a flat reservoir. A stationary surface then has zero mean curvature. Its area is $2\pi\int r\sqrt{1+r'^2}\,dz$, with $r'=dr/dz$. The integrand does not contain $z$, so $r/\sqrt{1+r'^2}=c$ is constant, which gives
$$r=c\cosh t,\qquad z=c(t-t_1),$$
where $t=t_1$ at the substrate. There the upward tangent makes the angle $\theta$ with the outward direction, so $\tanh t_1=\cos\theta$, and the contact radius is $R_*=c\cosh t_1=c/\sin\theta$. At the outer circle, $c\cosh t_2=L$ and $c(t_2-t_1)=h$. Together they fix $c$:
$$c\left[\operatorname{arcosh}(L/c)-t_1\right]=h .$$

An element of profile has length $c\cosh t\,dt$, so the surface area is
$$2\pi c^2\int_{t_1}^{t_2}\cosh^2t\,dt=\pi c^2\left[t+\sinh t\cosh t\right]_{t_1}^{t_2}.$$
To this we add $-\pi L^2$ for the original surface and $\pi R_*^2\cos\theta=\pi c^2\sinh t_1\cosh t_1$ for the exposed substrate. The last term cancels the product at the lower limit, leaving
$$E_*=\pi\gamma\left[ch+L\sqrt{L^2-c^2}-L^2\right]\approx\pi\gamma c\left(h-\frac c2\right),$$
where $L\sqrt{L^2-c^2}\approx L^2-c^2/2$ for $c\ll L$.

With $L=5000$ nm, $c=14.1$ nm and $R_*=16.2$ nm. The barrier is $\pi(0.6)(14.1)(100-7.05)\times10^{-18}$ J, or $1.54\times10^4$ eV. A numerical test over axisymmetric displacements found one downhill direction at this shape: it is a pass between closing and opening. Noncircular holes were not examined.

Since $k_BT=0.0345$ eV, the barrier is about $4.5\times10^5\,k_BT$, far beyond thermal reach. A tenfold larger $L$ lowers it only to $1.15\times10^4$ eV, because $L$ enters $c$ through a logarithm. The outer condition matters to a similar degree: if the displaced material must stay inside the 5000 nm circle, the barrier is $1.74\times10^4$ eV. At fixed $L/h$ the barrier scales as $h^2$; it would fall to $40\,k_BT$ at 0.95 nm, where a continuum film is no longer a sound description.

## Grooves and edges change the starting point

Now let vertical grain boundaries of energy $\gamma_{\rm gb}$ meet the surface at spacing $G$. A shallow groove of depth $d$ saves boundary energy proportional to $d$, but its extra surface costs energy proportional to $d^2$. The flat surface is therefore not even stationary, and grooving has no initial barrier.

At equilibrium the surface between boundaries has uniform curvature. It is an arc of chord $G$ that meets the horizontal at an angle $\beta$, and balance at the root requires $2\gamma\sin\beta=\gamma_{\rm gb}$. The arc radius is $G/(2\sin\beta)$. Dividing the area of the circular segment by $G$ gives the depth of the root below the mean height:
$$d=\frac{G(\beta-\sin\beta\cos\beta)}{4\sin^2\beta}.$$
For an assumed $\gamma_{\rm gb}/\gamma=1/3$, $\beta=9.59°$ and $d=0.0280\,G$. The root reaches the substrate when $G=100/0.0280\approx3570$ nm. It arrives at an angle of about 10°, well below the contact angle of 120°, so the newly formed edges can retract.

To see why an edge needs no nucleus, cut a strip of width $W$ with vertical sides. At fixed width and volume, blend its flat profile continuously into a shallow circular arc. Surface length is a convex function of the profile, and the sides add their heights linearly. The arc is the minimum: its curvature is uniform, and raising an end by $\delta$ would add $\delta$ of wall while saving only $\delta\sin\phi$ of arc, where $\phi$ is the arc's edge angle. A convex function falls all the way along a straight blend towards its minimum.

Now let the arc narrow. Its length is $\ell=2\rho\phi$, its width $w=2\rho\sin\phi$ and its area $S=\rho^2(\phi-\sin\phi\cos\phi)$. Differentiation gives
$$d\ell-\cos\phi\,dw=2\left[(\phi-\sin\phi\cos\phi)\,d\rho+\rho\sin^2\phi\,d\phi\right]=\frac{dS}{\rho}=0 .$$
Hence $d\ell/dw=\cos\phi$, and since $E=\gamma(\ell-w\cos\theta)$,
$$\frac{dE}{dw}=\gamma(\cos\phi-\cos\theta).$$
This is positive while $\phi<\theta$, so narrowing lowers the energy. For the 10 µm strip, $\phi$ starts at 3.44°, and the path runs downhill to the ridge with a base 1090 nm wide. It shows that no barrier is necessary; it does not describe how a real edge moves in time.

## When ripples do grow

The word "thick" matters. Attraction between the film's two faces can add an energy $-A/(12\pi h^2)$ per area, where a positive Hamaker constant $A$ favours thinning. Its second derivative is $-A/(2\pi h^4)$. The linear term averages to zero over a ripple, so
$$\frac{\Delta E}{\text{area}}=\frac{a^2}{4}\left(\gamma k^2-\frac{A}{2\pi h^4}\right).$$
The growth rate becomes $Bk^2(k_c^2-k^2)$ with $k_c^2=A/(2\pi\gamma h^4)$. It is largest at $k^2=k_c^2/2$, where it equals $Bk_c^4/4$.

For a rough $A=2.5$ eV, the 100 nm film is thus unstable in principle, but only to wavelengths above 193 µm, and its fastest growth time is about 1300 years. At constant $A$ that time varies as $h^8$ and drops to one hour at about 13 nm, so in films of roughly ten nanometres the belief can be right. A constant $A$ neglects retardation, the effect of the finite speed of light, which in a metal film weakens the attraction strongly beyond a few tens of nanometres. The value 2.5 eV is also generous for a metal between vacuum and oxide. A Lifshitz estimate with free-electron indium gives an effective $A$ near 1 eV at 13 nm and about 0.04 eV at 100 nm. Since the growth time varies as $1/A^2$, the one-hour thickness moves to 10–11 nm and the 1300 years at 100 nm become several million; the cutoff wavelength is longer too. If $A$ is negative, this instability is absent.

Stress is a second route. In a film under stress $\sigma$, a ripple produces a surface shear traction of amplitude $\tau=\sigma ak$. In an elastic half-space $y<0$, the stress function $(\tau/k)\,y\,e^{ky}\cos kx$ gives this shear, no normal traction, and $\sigma_{xx}=2\tau\cos kx$ at the surface. In plane strain the surface strain is $(1-\nu^2)\sigma_{xx}/E_Y$, where $E_Y$ is Young's modulus and $\nu$ Poisson's ratio. Integrating over $x$ gives a displacement of amplitude $u=2\tau(1-\nu^2)/(E_Yk)$. The energy released is the average of half traction times displacement, $\tau u/4=\sigma^2a^2k(1-\nu^2)/(2E_Y)$. Equating it to $\gamma a^2k^2/4$ gives the cutoff
$$k_s=\frac{2\sigma^2(1-\nu^2)}{E_Y\gamma}.$$
The rate $B(k_sk^3-k^4)$ peaks at $k=3k_s/4$, with the value $27Bk_s^4/256$.

For an assumed 10 MPa, with rough values $E_Y=11$ GPa and $\nu=0.45$, the cutoff is 260 µm and the growth time about $10^4$ years. Treating the stiffer substrate as indium overstates the effect greatly, because at such wavelengths the elastic field lies almost wholly in the substrate: for the film on silicon the cutoff is about 3 mm and the time exceeds $10^8$ years. The time varies as $\sigma^{-8}$, however: at 100 MPa the same pessimistic estimate falls to about an hour (a few months for the film on silicon), so a highly stressed film needs its own calculation. Both times hold the stress fixed. Indium at 400 K is only about 30 K below its melting point, where creep can relax the stress much sooner, so here they illustrate the scaling and are not predictions.

Finally, let the surface energy depend on the surface angle $\alpha$ as $\gamma(1+\varepsilon\cos4\alpha)$. With $\alpha\approx h'$, the factor $\cos4\alpha\approx1-8h'^2$ changes the quadratic coefficient from $1/2$ to $(1+\varepsilon)/2-8\varepsilon=(1-15\varepsilon)/2$. An assumed $\varepsilon=0.02$ leaves 0.7 of the ripple cost, but $\varepsilon>1/15$ would make this orientation unstable.

## The real film

Real indium films usually have grain boundaries and, after exposure to air, an oxide skin. The first can replace a barrier of $10^4$ eV by none once grains exceed a few micrometres. That spacing comes from a two-dimensional model with an assumed boundary energy; grain corners lie deeper. The same equilibrium shape reaches the substrate at a grain width of about 3050 nm for regular hexagonal grains and about 1770 nm for square ones, and unequal grains are not covered, so it is not a safe design limit. The skin may hold the surface in place, and its effect is not estimated here. The diffusivity is also uncertain: every time quoted scales as $1/D_s$ as long as surface diffusion dominates, while the hole barriers do not depend on it. So near the melting point, diffusion through the lattice adds roughly a tenth or less at the assumed $D_s$ and would be comparable if $D_s$ were ten times smaller. The numerical output lists the remaining inputs and two smaller effects, thermal roughness and evaporation.

A contact angle says where a film would end if it could rearrange freely. Whether it can begin depends also on its thickness, its stress, the anisotropy of its surface energy, and the defects already in it.

## Computed values

```
Film thickness: 100 nm
Temperature: 400 K
Surface energy (rough): 0.6 J/m2
Contact angle (rough): 120 deg
Density (rough): 7.31 g/cm3
Atomic volume: 0.02608 nm3
Surface diffusivity (assumed): 1e-06 cm2/s
Coefficient B: 8.404e+07 nm4/s
Thermal energy kT: 0.03447 eV
Ripple amplitude: 10 nm
Ripple wavelength: 1000 nm
Ripple cost per area: 0.592 mJ/m2
Ripple cost per square wavelength: 3.7e+03 eV
Ripple decay time: 7.63 s
Deep-ripple test, initial thinnest/mean: 0.1
Deep-ripple test, final thinnest/mean: 0.977
Straight-wall critical radius: 66.7 nm
Straight-wall barrier: 7.84e+04 eV
Outer radius for relaxed hole: 5000 nm
Relaxed neck radius c: 14.1 nm
Relaxed contact radius: 16.2 nm
Relaxed barrier: 1.54e+04 eV
Relaxed barrier / kT: 4.46e+05
Downhill directions at critical hole: 1
Barrier with tenfold outer radius: 1.15e+04 eV
Thickness for 40 kT barrier, L/h fixed: 0.95 nm
Grain-boundary/surface energy (assumed): 0.333
Groove angle beta: 9.59 deg
Groove depth / grain spacing: 0.028
Critical grain spacing: 3.57e+03 nm
Strip width: 1e+04 nm
Arc angle at full strip width: 3.44 deg
Final ridge width: 1.09e+03 nm
Ridge energy / flat-film energy: 0.212
Hamaker constant (rough): 2.5 eV
Face attraction: cutoff wavelength: 193 um
Face attraction: fastest growth time: 1.3e+03 years
Thickness for one-hour growth time: 13 nm
Film stress (assumed): 10 MPa
Young modulus (rough): 11 GPa
Poisson ratio (rough): 0.45
Stress: cutoff wavelength: 260 um
Stress: fastest growth time: 1e+04 years
Anisotropy epsilon (assumed): 0.02
Ripple stiffness / gamma: 0.7
Thermal rms roughness: 0.12 nm
Vapour pressure ceiling (assumed): 1e-15 Torr
Evaporation at that ceiling: 0.0013 nm/year
```
